# Exposure Needed for One-Site and Two-Site Adsorption in Pulsed Growth: a numerical check

```python
# Result under test: with equal initial site-filling rate k, mean-field
# adsorption on two empty sites needs 99/ln(100), about 21.5, times the
# exposure of one-site adsorption to reach coverage 0.99.
# theta: filled fraction of sites; x: integral of k dt (dimensionless exposure);
# order: number of empty sites required; hop: hop rate per direction over k.
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

TARGET = 0.99


def exposure_formula(theta, order):
    return -np.log(1 - theta) if order == 1 else theta / (1 - theta)


def exposure_from_pulse(theta_end, order):
    """Integrate the rate law under an oscillating pressure."""
    def rates(time, state):
        pressure = 1 + 0.8 * np.sin(3 * time)
        return [pressure * (1 - state[0])**order, pressure]

    def reached(time, state):
        return state[0] - theta_end
    reached.terminal = True
    run = solve_ivp(rates, (0, 2000), [0, 0], events=reached,
                    rtol=1e-8, atol=1e-11, max_step=0.5)
    return run.y_events[0][0][1]


def random_impacts(rule, sites=100000, seed=7):
    """Impacts per site until the target coverage, by explicit trials."""
    rng = np.random.default_rng(seed)
    filled = bytearray(sites)
    count, attempts = 0, 0
    goal = round(TARGET * sites)
    while True:
        first = rng.integers(0, sites, 200000)
        if rule == "one":
            second = first
        elif rule == "fixed pair":
            second = first ^ 1
        else:
            second = rng.integers(0, sites, 200000)
        for a, b in zip(first.tolist(), second.tolist()):
            attempts += 1
            if filled[a] or filled[b]:
                continue
            if a == b and rule != "one":
                continue
            filled[a] = 1
            filled[b] = 1
            count += 1 if rule == "one" else 2
            if count >= goal:
                return attempts / sites


def lattice_run(hop, x_max, side=160, seed=11):
    """Neighbour-pair adsorption and hopping on a periodic square lattice.
    Each empty bond fills at rate k/4, so the initial site rate is k.
    Returns exposure, coverage and number of empty neighbour bonds."""
    rnd = random.Random(seed).random
    n = side * side
    near = []
    for s in range(n):
        i, j = divmod(s, side)
        near += [((i + 1) % side) * side + j, ((i - 1) % side) * side + j,
                 i * side + (j + 1) % side, i * side + (j - 1) % side]
    vacant = list(range(n))
    where = list(range(n))
    peak = max(hop, 0.125)
    p_hop, p_fill = hop / peak, 0.125 / peak
    x = 0.0
    limit = round((1 - TARGET) * n)
    while len(vacant) > limit and x < x_max:
        m = len(vacant)
        x += 1 / (4 * m * peak)
        q = int(rnd() * 4 * m)
        s = vacant[q >> 2]
        other = near[4 * s + (q & 3)]
        if where[other] >= 0:
            if rnd() < p_fill:
                for site in (s, other):
                    place = where[site]
                    last = vacant.pop()
                    if last != site:
                        vacant[place] = last
                        where[last] = place
                    where[site] = -1
        elif rnd() < p_hop:
            place = where[s]
            vacant[place] = other
            where[other] = place
            where[s] = -1
    bonds = sum(where[near[4 * s + d]] >= 0 for s in vacant for d in (0, 2))
    return x, 1 - len(vacant) / n, bonds


# Rate equations integrated under a varying pressure
print("Dimensionless exposures from integrated rate equations")
for theta in (0.90, 0.99, 0.999):
    x_num = [exposure_from_pulse(theta, order) for order in (1, 2)]
    for order in (1, 2):
        assert np.isclose(x_num[order - 1], exposure_formula(theta, order),
                          rtol=1e-4)
    print(f"coverage {theta:.3f}: one-site {x_num[0]:.3f}, "
          f"two-site {x_num[1]:.2f}, ratio {x_num[1] / x_num[0]:.2f}")
    if theta == TARGET:
        ratio = x_num[1] / x_num[0]
assert abs(ratio - 21.5) < 0.05
x1, x2 = (exposure_formula(TARGET, order) for order in (1, 2))
tails = [quad(lambda c: (1 - c)**(-order), 0.9, TARGET)[0]
         for order in (1, 2)]
for order in (1, 2):
    difference = (exposure_formula(TARGET, order)
                  - exposure_formula(0.9, order))
    assert np.isclose(tails[order - 1], difference, rtol=1e-8)
print(f"exposure from 0.90 to 0.99, one-site: {tails[0]:.3f}")
print(f"exposure from 0.90 to 0.99, two-site: {tails[1]:.2f}")
two_at_x1 = solve_ivp(lambda x, c: (1 - c)**2, (0, x1), [0],
                      rtol=1e-9, atol=1e-11).y[0, -1]
assert np.isclose(two_at_x1, x1 / (1 + x1), rtol=1e-6)
print(f"two-site coverage at one-site final exposure: {two_at_x1:.4f}")

# Individual random impacts; tolerances cover finite-sample noise
hits_one = random_impacts("one")
hits_two = random_impacts("mixed")
hits_pair = random_impacts("fixed pair")
assert abs(hits_one / x1 - 1) < 0.04
assert abs(2 * hits_two / x2 - 1) < 0.10
assert abs(2 * hits_pair / x1 - 1) < 0.05
assert abs(hits_two / hits_one / (ratio / 2) - 1) < 0.12
print("Random-impact simulation, exposure to coverage 0.99")
print(f"one site: {hits_one:.2f}")
print(f"two independent random sites: {2 * hits_two:.1f}")
print(f"two sites of one fixed pair: {2 * hits_pair:.2f}")
print(f"ratio for equal sticking per molecule, formula: {ratio / 2:.2f}")
print(f"same ratio, simulation: {hits_two / hits_one:.2f}")

# Germane pulse on Ge(001): rough typical values
pressure_torr = 0.1
gas_T, surface_T = 300.0, 450.0
sticking = 1e-3
lattice_nm = 0.566
attempt_rate = 1e13
hop_barrier, desorption_barrier = 1.3, 1.6
mass_u = 72.63 + 4 * 1.008
mass = mass_u * const.atomic_mass
pressure_pa = pressure_torr * const.torr


def wall_flux(temperature):
    return pressure_pa / np.sqrt(2 * np.pi * mass * const.k * temperature)


# Independent check of the flux: average the normal velocity
spread = np.sqrt(const.k * gas_T / mass)
mean_normal = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                   0, 12)[0] * spread
flux = wall_flux(gas_T)
assert np.isclose(flux, pressure_pa / (const.k * gas_T) * mean_normal,
                  rtol=1e-7)
site_density = 2 / (lattice_nm * 1e-9)**2
k = 2 * sticking * flux / site_density
time1, time2 = x1 / k, x2 / k
kT_eV = const.k * surface_T / const.e
hop_rate = attempt_rate * np.exp(-hop_barrier / kT_eV)
loss_rate = attempt_rate * np.exp(-desorption_barrier / kT_eV)
print("Germane pulse on Ge(001), rough inputs")
print(f"pressure: {pressure_torr:.2f} Torr")
print(f"gas temperature: {gas_T:.0f} K; surface: {surface_T:.0f} K")
print(f"initial sticking per molecule: {sticking:.4f}")
print(f"lattice constant: {lattice_nm:.3f} nm")
print(f"germane mass: {mass_u:.2f} u")
print(f"attempt frequency: {attempt_rate:.1e} 1/s")
print(f"hop barrier: {hop_barrier:.2f} eV")
print(f"desorption barrier: {desorption_barrier:.2f} eV")
print(f"site density: {site_density * 1e-4:.3e} 1/cm2")
print(f"wall flux: {flux * 1e-4:.3e} 1/(cm2 s)")
print(f"initial site-filling rate k: {k:.2f} 1/s")
print(f"one-site pulse time: {time1 * 1e3:.1f} ms")
print(f"two-site pulse time: {time2 * 1e3:.0f} ms")
print(f"one-site exposure: {pressure_torr * time1:.5f} Torr s")
print(f"two-site exposure: {pressure_torr * time2:.4f} Torr s")

# Neglected effects for these numbers
print("Neglected effects")
loss = loss_rate / k
shifts = []
for order, ideal in ((1, x1), (2, x2)):
    actual = quad(lambda c: 1 / ((1 - c)**order - loss * c), 0, TARGET,
                  epsabs=1e-10, epsrel=1e-11, limit=200)[0]
    shifts.append(100 * (actual / ideal - 1))
assert 0 < shifts[0] < shifts[1] < 1
print(f"hydrogen desorption rate: {loss_rate:.2e} 1/s")
print(f"added exposure by desorption, one-site: {shifts[0]:.1e} %")
print(f"added exposure by desorption, two-site: {shifts[1]:.1e} %")
warm = flux / wall_flux(surface_T)
print(f"time factor if gas is at surface temperature: {warm:.3f}")
used = TARGET * site_density / 2 / (flux * time2)
assert used < 1e-3
print(f"fraction of arriving germane used, two-site: {used:.1e}")
barrier_limit = kT_eV * np.log(attempt_rate / k)
assert hop_barrier > barrier_limit
print(f"hop rate per direction: {hop_rate:.2e} 1/s")
print(f"hop rate over k: {hop_rate / k:.2e}")
print(f"barrier at which hop rate equals k: {barrier_limit:.3f} eV")

# Finite mobility on a square lattice; fast case has about 5 % noise
x_fast, cover_fast, _ = lattice_run(5.0, 1000)
x_slow, cover_slow, _ = lattice_run(0.1, 5000)
_, cover_frozen, bonds_frozen = lattice_run(0.0, 200)
_, cover_example, _ = lattice_run(hop_rate / k, x2)
assert cover_fast >= TARGET - 1e-4 and cover_slow >= TARGET - 1e-4
assert abs(x_fast / x2 - 1) < 0.20
assert x_slow > 1.3 * x_fast
assert bonds_frozen == 0 and cover_frozen < 0.93
assert cover_example < 0.95
print("Square-lattice simulation of neighbour-pair adsorption")
print(f"exposure to 0.99, hop rate 5 k: {x_fast:.1f}")
print(f"exposure to 0.99, hop rate 0.1 k: {x_slow:.0f}")
print(f"final coverage without hopping: {cover_frozen:.3f}")
print(f"empty neighbour pairs left without hopping: {bonds_frozen}")
print(f"example coverage at nominal exposure: {cover_example:.3f}")
print("success")
```

Printed output:

```
Dimensionless exposures from integrated rate equations
coverage 0.900: one-site 2.303, two-site 9.00, ratio 3.91
coverage 0.990: one-site 4.605, two-site 99.00, ratio 21.50
coverage 0.999: one-site 6.908, two-site 999.00, ratio 144.62
exposure from 0.90 to 0.99, one-site: 2.303
exposure from 0.90 to 0.99, two-site: 90.00
two-site coverage at one-site final exposure: 0.8216
Random-impact simulation, exposure to coverage 0.99
one site: 4.65
two independent random sites: 95.9
two sites of one fixed pair: 4.63
ratio for equal sticking per molecule, formula: 10.75
same ratio, simulation: 10.30
Germane pulse on Ge(001), rough inputs
pressure: 0.10 Torr
gas temperature: 300 K; surface: 450 K
initial sticking per molecule: 0.0010
lattice constant: 0.566 nm
germane mass: 76.66 u
attempt frequency: 1.0e+13 1/s
hop barrier: 1.30 eV
desorption barrier: 1.60 eV
site density: 6.243e+14 1/cm2
wall flux: 2.316e+19 1/(cm2 s)
initial site-filling rate k: 74.20 1/s
one-site pulse time: 62.1 ms
two-site pulse time: 1334 ms
one-site exposure: 0.00621 Torr s
two-site exposure: 0.1334 Torr s
Neglected effects
hydrogen desorption rate: 1.20e-05 1/s
added exposure by desorption, one-site: 3.3e-04 %
added exposure by desorption, two-site: 5.4e-02 %
time factor if gas is at surface temperature: 1.225
fraction of arriving germane used, two-site: 1.0e-05
hop rate per direction: 2.76e-02 1/s
hop rate over k: 3.72e-04
barrier at which hop rate equals k: 0.994 eV
Square-lattice simulation of neighbour-pair adsorption
exposure to 0.99, hop rate 5 k: 102.3
exposure to 0.99, hop rate 0.1 k: 215
final coverage without hopping: 0.904
empty neighbour pairs left without hopping: 0
example coverage at nominal exposure: 0.913
success
```
